Löwdin spin projection, Sanibel coefficients and the integral over beta

**1. Symmetry fixes the form**

Take N = p + q electrons, with spin up (↑) in the first p slots and spin down (↓) in the last q. The spin product and the determinant are

T_0 = ↑(1)…↑(p) ↓(p+1)…↓(N)

D_0 = A[φ_1(1)…φ_N(N) T_0]

where A is the normalized antisymmetrizer. The S_z eigenvalue is M = (p−q)/2. Spins are in units of ħ.

Let O_s project on total spin s. It is a function of S², so it commutes with S_z and with every permutation of the spins. T_0 is unchanged by permutations within the first p slots and within the last q, and O_s T_0 must share this invariance and keep the same M. Products with the same M differ, up to such permutations, in one number k alone: how many of the first p slots hold ↓, which is also how many of the last q hold ↑. Hence

O_s T_0 = Σ_k C_k T_k, k = 0, …, min(p,q)  (1)

where T_k is the sum, with unit coefficients, of all products of class k. The total spin also commutes with A, so

O_s D_0 = Σ_k C_k D_k, D_k = A[φ_1(1)…φ_N(N) T_k].  (2)

The C_k are the Sanibel coefficients. They depend on p, q, s and k, and not on the orbitals. If the D_k are linearly dependent, as with doubly occupied orbitals, (2) still holds, but other coefficients can then represent the same state.

In D_k each orbital keeps its slot and the spins move. A code that keeps spins in place and exchanges k pairs of orbitals between the ↑ and ↓ sets must include a factor (−1)^k, one sign for each transposition of columns.

**2. Löwdin's product**

The spins possible for N electrons are l = N/2, N/2−1, …, down to 0 or 1/2. Define

O_s = Π_{l≠s} [S² − l(l+1)] / [s(s+1) − l(l+1)].  (3)

On a state of spin s every factor equals 1. On a state of spin s' ≠ s the factor l = s' is zero. Thus O_s is the projector on spin s: it is idempotent, Hermitian as a real polynomial in S², and Σ_s O_s = 1. In a sector of given M, factors with l < |M| may be dropped, since those spins are absent.

**3. Recurrence for the coefficients**

For two spins, s_i·s_j is 1/4 in the triplet and −3/4 in the singlet, while the spin exchange P_ij is +1 and −1. Therefore 2 s_i·s_j = P_ij − 1/2, and

S² = 3N/4 + Σ_{i<j} 2 s_i·s_j = N − N²/4 + Σ_{i<j} P_ij.

Apply this to Σ_k C_k T_k and read off the coefficient of one product of class k. Since P_ij is its own inverse, each pair contributes the coefficient of the product reached by exchanging that pair.

- Pairs within a group stay in class k. Their number is p(p−1)/2 + q(q−1)/2 = N²/4 + M² − N/2, because p² + q² = N²/2 + 2M².
- Pairs from different groups with equal spins also stay in class k. There are (p−k)k of them with both spins up and k(q−k) with both down, together k(N−2k).
- An ↑ of the first group and a ↓ of the second lead to class k+1, in (p−k)(q−k) ways.
- A ↓ of the first group and an ↑ of the second lead to class k−1, in k² ways.

The eigenvalue equation for S² becomes

(p−k)(q−k) C_{k+1} = [s(s+1) − M² − N/2 − k(N−2k)] C_k − k² C_{k−1}.  (4)

Starting at k = 0, it fixes all ratios C_k/C_0. The normalization C_0 follows from the rotation integral.

**4. The function d^s_MM**

Let R(β) = exp(−iβS_y). For one spin, exp(−iβσ_y/2) = cos(β/2) − iσ_y sin(β/2), with σ_y↑ = i↓ and σ_y↓ = −i↑. Hence

↑ → cos(β/2) ↑ + sin(β/2) ↓

↓ → −sin(β/2) ↑ + cos(β/2) ↓.  (5)

The Wigner function is d^s_MM(β) = ⟨sM|R(β)|sM⟩. The commutation relations fix the matrix of S_y within a multiplet in the standard phase convention, so any multiplet of spin s may be used. Choose the symmetric states of 2s spins, with s+M up. For a normalized symmetric state, the diagonal element equals the sum of amplitudes from one fixed product to all products with the same M. Flipping j up spins and j down spins gives sin^j (−sin)^j cos^{2s−2j}. With x = sin²(β/2),

d^s_MM = Σ_j (−1)^j binom(s+M,j) binom(s−M,j) (1−x)^{s−j} x^j.  (6)

This is unchanged under M → −M, so M ≥ 0 suffices in what follows. Put r = s−M. Leibniz's rule gives

(1/r!) d^r/dx^r [x^r (1−x)^{s+M}]
= Σ_j (−1)^j binom(r,j) binom(s+M,j) x^j (1−x)^{s+M−j}.

Here the derivative of order r−j acts on x^r and gives r! x^j/j!; the remaining j derivatives act on the other factor and give (−1)^j (s+M)!/(s+M−j)! (1−x)^{s+M−j}. Comparison with (6) yields

d^s_MM = (1−x)^{−M} (1/r!) d^r/dx^r [x^r (1−x)^{s+M}].  (7)

**5. Orthogonality**

Let s' ≤ s and r' = s'−M. By (6), d^{s'}_MM = (1−x)^M Q(x), where Q is a polynomial of degree at most r'. Use (7) for d^s_MM. The powers of 1−x cancel, and r integrations by parts give

∫_0^1 d^s_MM d^{s'}_MM dx = [(−1)^r/r!] ∫_0^1 x^r (1−x)^{s+M} (d^rQ/dx^r) dx.

The boundary terms vanish because fewer than r derivatives leave a factor x and a factor 1−x. If s' < s, then r' < r and the integral is zero. If s' = s, the coefficient of x^r in Q is

(−1)^r Σ_j binom(r,j) binom(s+M,j) = (−1)^r binom(2s,r),

by Vandermonde's sum with r+s+M = 2s. The r-th derivative is r! times this. With ∫_0^1 x^a (1−x)^b dx = a! b!/(a+b+1)!, the integral is

binom(2s,r) r! (s+M)!/(2s+1)! = 1/(2s+1).

Since dx = ½ sinβ dβ,

∫_0^π sinβ d^s_MM d^{s'}_MM dβ = 2δ_{ss'}/(2s+1).  (8)

**6. Equivalence, and the filter it needs**

Let P_M project on S_z = M. A state |s'Mλ⟩, where λ labels different multiplets of the same spin, obeys

P_M R(β)|s'Mλ⟩ = d^{s'}_MM(β)|s'Mλ⟩.

Multiply by (2s+1)/2 · sinβ d^s_MM(β) and integrate. By (8) the result is |s'Mλ⟩ for s' = s and zero otherwise, as for O_s. These states span the sector M, so

P_M O_s P_M = (2s+1)/2 ∫_0^π sinβ d^s_MM(β) P_M R(β) P_M dβ.  (9)

The left-hand P_M cannot be dropped from the operator identity, because R(β) also creates components with M' ≠ M and (8) does not remove them. For p = q = 2 and s = 0, the unfiltered integral, evaluated by 80-point Gauss–Legendre quadrature in cosβ, turns T_0 into a vector whose M' = 0 part has norm 0.577 and whose other parts have norm 0.603. The first part is the wanted singlet.

The integrals over the other two Euler angles supply the filters. In ⟨D_0|H R(β)|D_0⟩ with H free of spin, the bra selects M and the β integral suffices. If H does not conserve S_z, the bra no longer selects M, and the filter must be applied explicitly to obtain ⟨D_0|H O_s|D_0⟩. If H does not commute with S², that matrix element no longer gives the energy of the projected state, even with the filter; the projector is then needed on both sides, ⟨D_0|O_s H O_s|D_0⟩/⟨D_0|O_s|D_0⟩.

**7. Sanibel coefficients in closed form**

Rotate T_0 by (5) and keep S_z = M. A product of class k has N−2k unchanged spins, k flips of ↑ and k flips of ↓, so

P_M R(β) T_0 = Σ_k (−1)^k (1−x)^{N/2−k} x^k T_k.  (10)

Equation (9) then gives

C_k = (−1)^k (2s+1) ∫_0^1 d^s_MM (1−x)^{N/2−k} x^k dx.

Inserting (6) and integrating term by term,

C_k = (−1)^k (2s+1)/(N/2+s+1)! × Σ_j (−1)^j binom(s+M,j) binom(s−M,j) (N/2+s−k−j)! (k+j)!.  (11)

The sum alternates in sign. Integer arithmetic avoids the rounding errors that cancellation between its terms would amplify.

For k = 0 and p ≥ q, use (7) and integrate by parts r times. The factor (1−x)^{N/2−M} = (1−x)^q becomes q!/(q−r)! (1−x)^{q−r}, with the signs cancelling. Since q−r+s+M = p and q−r = N/2−s,

C_0 = (2s+1)/(q−r)! × (q!/r!) ∫_0^1 x^r (1−x)^p dx
= (2s+1) p! q! / [(N/2+s+1)! (N/2−s)!].  (12)

This is the weight of spin s in the product T_0.

Two limits are simple. For s = M only j = 0 survives, and N/2+s = p:

C_k = (−1)^k (2s+1) / [(p+1) binom(p,k)].

For s = N/2 the projected state is symmetric in all spins. All C_k are then equal, and (12) gives C_k = p! q!/N!.

For p = q = 2 and s = 1, (11) gives

C_0 = (3/24)(3! − 2!) = 1/2

C_1 = −(3/24)(2! − 2!) = 0

C_2 = (3/24)(2! − 3!) = −1/2.

The complete set for this case is

s = 0: 1/3, −1/6, 1/3

s = 1: 1/2, 0, −1/2

s = 2: 1/6, 1/6, 1/6.

**8. Overlaps and spin weights**

Let the orbitals be real and orthonormal within each spin set, with p ≥ q. A singular value decomposition of the overlap between the sets pairs them, so that ⟨a_i|b_j⟩ = t_i δ_ij. The orthogonal transformations involved change D_0 at most by a sign.

The overlap matrix of D_0 with R(β)D_0 splits into 2×2 blocks with diagonal elements cos(β/2) and off-diagonal elements ∓t_i sin(β/2). The p−q unpaired orbitals contribute cos(β/2) each. Thus

n(β) = ⟨D_0|R(β)|D_0⟩ = (1−x)^{(p−q)/2} Π_{i=1}^q [1−x + t_i² x].  (13)

Let e_k be the sum of all products of k different t_i², with e_0 = 1. The coefficient of (1−x)^{N/2−k} x^k in (13) is e_k. Comparison with (10) gives ⟨D_0|D_k⟩ = (−1)^k e_k, and the weight of spin s is

w_s = ⟨D_0|O_s|D_0⟩ = Σ_k (−1)^k C_k e_k.  (14)

The counting of section 3 gives S²T_0 = (N/2+M²)T_0 + T_1. Therefore

⟨S²⟩ = M² + N/2 − Σ_i t_i².  (15)

For p = q and all t_i = 1 the determinant is a closed shell, n(β) = 1 and w_0 = 1. If all t_i equal a common τ < 1, integration of (13) gives

w_0 = ∫_0^1 [1 − (1−τ²)x]^q dx = (1−τ^{2q+2}) / [(q+1)(1−τ²)].

At fixed τ the singlet weight thus falls as 1/q for many pairs. A small w_s makes the energy below a ratio of small numbers; for w_s = 0 no projected state exists.

**9. Projected energy on a grid**

A spin-free H commutes with O_s. With h(β) = ⟨D_0|H R(β)|D_0⟩,

E_s = ⟨D_0|H O_s|D_0⟩/w_s = ∫ sinβ d^s_MM h dβ / ∫ sinβ d^s_MM n dβ.  (16)

Because Σ_s O_s = 1, the unprojected energy is Σ_s w_s E_s.

To evaluate h(β), collect the real spin-orbital coefficients of D_0 in the columns of L, and those of R(β)D_0 in K. With S_AO the overlap matrix of the basis in both spin blocks, form

X = Lᵀ S_AO K, n = det X, ρ = K X⁻¹ Lᵀ.

The columns of K X⁻¹ are biorthonormal to those of L, and this replacement divides the ket determinant by n. The usual expectation-value rule for a determinant needs no more than biorthonormality, so

h = n {V_nn + Σ h_μν ρ_νμ + ½ Σ (μν|λκ) [ρ_νμ ρ_κλ − Σ_στ ρ^{στ}_νλ ρ^{τσ}_κμ]}.

Here V_nn is the nuclear repulsion, h_μν the one-electron integrals, σ and τ spin blocks, and ρ without superscripts the sum of the two diagonal blocks. By (13), n > 0 for β < π, so X is invertible at every Gauss–Legendre node.

By (6) and (10), the integrands in (16), apart from sinβ, are polynomials in cosβ of degree at most s+N/2. Gauss–Legendre quadrature with g points in cosβ is therefore exact, apart from rounding, if

2g − 1 ≥ s + N/2.  (17)

For N = 6, M = 0, s = 3 this requires four points. With three points the largest error in an element of the filtered projector is 0.05, and with four it is 7.5×10⁻¹⁵. The elements themselves are 3! 3!/6! = 0.05, so three points lose the whole projector. The reason is that d^3_00 is, by (8), the cubic orthogonal polynomial in cosβ with unit weight, and its zeros are the three nodes.

**10. A stretched H4 chain**

Four hydrogen atoms lie on a line with spacing 3.0 bohr, in the 6-31G basis (8 orbitals). The unrestricted Hartree–Fock (UHF) iteration starts from alternating spins on successive atoms. It converges to −2.037941 hartree, below the restricted solution at −1.967253 hartree. The orbitals are then kept fixed: this is projection after variation.

The paired overlaps are t_1 = 0.772385 and t_2 = 0.379169, so e_1 = 0.740347 and e_2 = 0.085769. Equation (15) gives ⟨S²⟩ = 2 − 0.740347 = 1.259653, far from the singlet value 0. From (14),

w_0 = 1/3 + e_1/6 + e_2/3 = 0.4853

w_1 = (1 − e_2)/2 = 0.4571

w_2 = (1 − e_1 + e_2)/6 = 0.0576.

Less than half of the determinant is singlet. With t_1 = t_2 = 0 the weights would be 1/3, 1/2 and 1/6; the remaining overlap raises the singlet share.

For s = 0, (17) requires two points, cosβ = ±1/√3, each of weight 1, and d^0_00 = 1:

β = 54.7356°: n = 0.749230, h = −1.539564 hartree

β = 125.2644°: n = 0.221399, h = −0.474189 hartree.

Hence

w_0 = ½(0.749230 + 0.221399) = 0.4853

E_0 = −(1.539564 + 0.474189)/(0.749230 + 0.221399) = −2.07469 hartree.

The same procedure gives E_1 = −2.01840 and E_2 = −1.88331 hartree. The weighted mean of the three energies is the UHF energy. Both contaminants lie above that mean, so their removal lowers the energy, by 0.0367 hartree (1.00 eV). A contaminant below the singlet would act in the opposite direction.

Full configuration interaction in the same basis gives a singlet at −2.08981 hartree. Projection recovers 0.0367 of the 0.0519 hartree between UHF and this reference, about 71 percent, and leaves 0.0151 hartree. Part of the remainder comes from keeping the orbitals fixed. Minimizing E_0 over the real ↑ and ↓ orbitals, starting from the UHF ones (variation after projection), lowers it by a further 0.0058 hartree, to −2.0805 hartree. The last 0.0093 hartree is correlation that this reoptimized projected determinant does not contain. These numbers belong to the 6-31G basis. In cc-pVDZ and cc-pVTZ the singlet weight (0.488 and 0.489) and the lowering by projection (0.0365 hartree, 0.99 eV, in both) change little. The recovered fraction changes much more: in cc-pVDZ the gap between UHF and full configuration interaction grows to 0.0621 hartree, projection recovers about 59 percent, and 0.0256 hartree is left. The reference also leaves out nuclear motion and relativity.

Numerical values quoted here were computed with a short program.
